\section*{Why fixed charge of either sign quiets an interface trap}

\section{A small charge that makes matters worse}

If fixed charge is thought of as a cure for interface defects, one expects more charge to give less recombination from the start. Consider a p-type silicon surface with one trap level near midgap. In the model solved below, $10^{11}$ positive elementary charges per cm$^2$ raise the effective surface recombination velocity from 99 to 191 cm/s. Ten times as much charge lowers it to 0.035 cm/s. The traps are the same in all three cases. Negative charge of $10^{12}$ cm$^{-2}$ also suppresses recombination, to 0.33 cm/s, ten times less effectively.

These facts follow from one requirement: a recombination event needs both an electron and a hole. Fixed charge attracts one and repels the other. It helps only when it has made the repelled carrier scarce enough to be the bottleneck.

\section{One trap, two captures}

Let the interface hold $N_{it}$ independent states per unit area, each empty or filled by one electron, with filled fraction $f$. The surface densities are $n_s$ and $p_s$. An empty state captures electrons at the rate $c_n n_s$, and a filled state captures holes at the rate $c_p p_s$, where $c_n=\sigma_n v$ and $c_p=\sigma_p v$ are cross section times thermal velocity.

Capture has a reverse process. Detailed balance in equilibrium fixes the electron emission rate of a filled state as $c_n n_1$ and the hole emission rate of an empty state as $c_p p_1$, with
\begin{equation}
n_1=n_i e^{\eta},\qquad p_1=n_i e^{-\eta},\qquad \eta=\frac{E_t-E_i}{kT}.
\end{equation}
Here $n_i$ is the intrinsic density, $E_i$ the intrinsic level, close to midgap, and any degeneracy factor is absorbed in the trap energy $E_t$. These emission coefficients are kept out of equilibrium. In steady state filling balances emptying:
\begin{equation}
(1-f)(c_n n_s+c_p p_1)=f(c_p p_s+c_n n_1),
\end{equation}
so that
\begin{equation}
f=\frac{c_n n_s+c_p p_1}{D},\qquad D=c_n(n_s+n_1)+c_p(p_s+p_1).
\end{equation}
The recombination rate per area is the net electron capture. Inserting $f$ and $1-f$,
\begin{align}
U&=N_{it}c_n\left[n_s(1-f)-n_1f\right]\nonumber\\
&=\frac{N_{it}c_n}{D}\left[n_s(c_nn_1+c_pp_s)-n_1(c_nn_s+c_pp_1)\right]\nonumber\\
&=\frac{N_{it}c_nc_p}{D}\,(n_sp_s-n_i^2),
\end{align}
because the terms $c_nn_sn_1$ cancel and $n_1p_1=n_i^2$. With $S_n=c_nN_{it}$ and $S_p=c_pN_{it}$, which are velocities, this becomes
\begin{equation}
U=\frac{n_sp_s-n_i^2}{(n_s+n_1)/S_p+(p_s+p_1)/S_n}.
\label{srh}
\end{equation}

The net electron and hole capture rates are equal in every steady state, since otherwise $f$ would change. ``Balanced capture'' therefore cannot single out a maximum if it refers to net rates. The quantities that can differ are $c_nn_s$, the rate for an empty state, and $c_pp_s$, the rate for a filled one. With emission neglected, a state waits on average $1/(c_nn_s)$ for an electron and then $1/(c_pp_s)$ for a hole, so
\begin{equation}
U\simeq\frac{N_{it}}{1/(c_nn_s)+1/(c_pp_s)}.
\end{equation}
The longer wait controls the rate.

\section{Why the maximum lies at balance}

Charge cannot change $n_s$ and $p_s$ independently. Let $n_d$ and $p_d$ be the densities at the inner edge of the space-charge layer, where the silicon is neutral. Assume that the carriers are nondegenerate and that both quasi-Fermi levels are flat across the layer, meaning that transport supplies the surface without an appreciable drop. If the bands bend by $u\,kT$, with $u>0$ attracting electrons,
\begin{equation}
n_s=n_de^{u},\qquad p_s=p_de^{-u},\qquad n_sp_s=n_dp_d\equiv P.
\end{equation}
The injection conditions $n_d$ and $p_d$ are held fixed while the charge is varied. The numerator of \eqref{srh} is then constant, and only its denominator depends on $u$.

Define the bending at which the capture rates match by $S_nn_de^{u_*}=S_pp_de^{-u_*}$, or
\begin{equation}
u_*=\frac12\ln\frac{S_pp_d}{S_nn_d}.
\end{equation}
At $u_*$ the terms $n_s/S_p$ and $p_s/S_n$ are equal. Their product is $P/(S_nS_p)$ at any bending, so each equals $\sqrt{P/(S_nS_p)}$ there. Away from $u_*$ one is multiplied by $e^{u-u_*}$ and the other by its inverse:
\begin{equation}
\frac{n_s}{S_p}+\frac{p_s}{S_n}=2\sqrt{\frac{P}{S_nS_p}}\cosh(u-u_*).
\end{equation}
The emission terms have the same structure. With $\eta_*=\frac12\ln(S_p/S_n)$,
\begin{equation}
\frac{n_1}{S_p}+\frac{p_1}{S_n}=\frac{2n_i}{\sqrt{S_nS_p}}\cosh(\eta-\eta_*).
\end{equation}
Equation \eqref{srh} becomes
\begin{equation}
U=\frac{\sqrt{S_nS_p}\,(P-n_i^2)}{2\left[\sqrt P\cosh(u-u_*)+n_i\cosh(\eta-\eta_*)\right]}.
\label{master}
\end{equation}

The bending and the trap energy enter through separate terms. Whatever the trap energy, $U$ is largest at $u=u_*$, where $S_nn_s=S_pp_s$. Whatever the bending, the most active level is $\eta=\eta_*$, near midgap unless the cross sections differ enormously. A midgap level is thus not needed for the balance condition; it makes the maximum high and sharp. At balance, when emission is slow compared with capture, $f$ is close to one half: the state spends equal times waiting for each partner.

The preference for midgap is broad. The level term matches the bending term at $u_*$ when $\cosh(\eta-\eta_*)=\sqrt P/n_i$. Levels well inside that window act almost like the best one; levels well outside it mostly return a captured carrier to its band.

\section{From bending to charge}

Let $x$ increase into the silicon, and let $Q$ be the fixed charge at $x=0$ in elementary charges per area. Assume no field on the outer side and, for now, ignore charge held by the traps. Neutrality at the inner edge makes the net acceptor density $p_d-n_d$. Poisson's equation is
\begin{equation}
u''=\frac{n_de^u-p_de^{-u}+p_d-n_d}{A},\qquad A=\frac{\varepsilon kT}{q^2}.
\end{equation}
Multiply by $u'$ and integrate from the neutral region, where $u=u'=0$, to the surface:
\begin{equation}
\frac{u'^2}{2}=\frac1A\left[n_d(e^u-1-u)+p_d(e^{-u}-1+u)\right].
\end{equation}
Gauss's law gives $u'(0)=-Q/A$: positive charge produces a potential that falls into the silicon. Hence, with $u$ now the surface value,
\begin{equation}
\frac{Q^2}{2A}=n_d(e^u-1-u)+p_d(e^{-u}-1+u),
\label{charge}
\end{equation}
where $u$ has the sign of $Q$.

For large positive charge the exponential $n_de^u=n_s$ outgrows all other terms, so $n_s\to Q^2/(2A)$. For large negative charge $p_s\to Q^2/(2A)$ likewise. The square arises because more charge both adds attracted carriers and squeezes them into a thinner layer.

\section{The two suppressed limits}

When $n_s$ is large enough for $n_s/S_p$ to dominate the denominator of \eqref{srh}, and $P\gg n_i^2$,
\begin{equation}
U\to\frac{S_pP}{n_s}=S_pp_s\to S_pP\,\frac{2A}{Q^2}\qquad(Q>0).
\end{equation}
On the other side $p_s/S_n$ dominates, and
\begin{equation}
U\to\frac{S_nP}{p_s}=S_nn_s\to S_nP\,\frac{2A}{Q^2}\qquad(Q<0).
\end{equation}
The attracted carriers are abundant but cannot recombine without partners. Their own cross section drops out. The two signs are equally effective only if $S_n=S_p$; otherwise the better sign repels the carrier with the smaller cross section.

Let $\Delta n$ be the excess density at the inner edge and $S_{\rm eff}=U/\Delta n$. For acceptor density $N_A$, with the equilibrium minority density negligible, $n_d=\Delta n$ and $p_d=N_A+\Delta n$, so $P/\Delta n=N_A+\Delta n$ and
\begin{equation}
S_{\rm eff}\to S_r\,(N_A+\Delta n)\,\frac{2A}{Q^2},
\label{seff}
\end{equation}
where $S_r$ belongs to the repelled carrier. In this limit $S_{\rm eff}$ is independent of injection while $\Delta n\ll N_A$ and grows linearly with it when $\Delta n\gg N_A$.

``Sufficiently large'' can now be made definite. Since \eqref{master} is symmetric about $u_*$, the rate regains its zero-charge value at $u=2u_*$. There
\begin{equation}
n_s=n_de^{2u_*}=\frac{S_p}{S_n}p_d.
\end{equation}
If $u_*>0$, positive charge reduces recombination only beyond this point, while negative charge reduces it at once. If $u_*<0$, the roles are exchanged.

\section{A silicon surface in numbers}

Take p-type silicon at 300 K with $N_A=10^{16}$ cm$^{-3}$, $\Delta n=10^{13}$ cm$^{-3}$ and $n_i=10^{10}$ cm$^{-3}$. The trap has $\sigma_n=10^{-15}$ cm$^2$, $\sigma_p=10^{-16}$ cm$^2$, $v=10^7$ cm/s and $N_{it}=10^{10}$ cm$^{-2}$. Thus $S_n=10^{-15}\times10^7\times10^{10}=100$ cm/s and $S_p=10$ cm/s. The edge densities give $P=1.0\times10^{29}$ cm$^{-6}$. For a level at $E_i$:

\begin{center}
\begin{tabular}{rrr}
$Q$ (cm$^{-2}$) & bending (eV) & $S_{\rm eff}$ (cm/s)\\
$-10^{12}$ & $-0.148$ & 0.33\\
$-10^{11}$ & $-0.045$ & 17\\
$0$ & $0$ & 99\\
$+10^{11}$ & $+0.101$ & 191\\
$+3\times10^{11}$ & $+0.254$ & 0.55\\
$+10^{12}$ & $+0.325$ & 0.035
\end{tabular}
\end{center}

At zero charge holes outnumber electrons a thousandfold, which more than offsets their tenfold smaller cross section. Electron capture is the bottleneck, and some positive charge relieves it. Balance requires
\begin{equation}
u_*=\tfrac12\ln\frac{10\times1.0\times10^{16}}{100\times10^{13}}=2.3,
\end{equation}
or 0.060 eV, reached at $Q=6.9\times10^{10}$ cm$^{-2}$. There $n_s=10^{14}$ and $p_s=10^{15}$ cm$^{-3}$. Each wait is 1.0 $\mu$s, a cycle takes 2.0 $\mu$s, and
\begin{equation}
S_{\rm eff}=\frac{10^{10}\ {\rm cm^{-2}}}{(2.0\times10^{-6}\ {\rm s})(10^{13}\ {\rm cm^{-3}})}=500\ {\rm cm/s}.
\end{equation}
This exceeds $S_n$ because $S_{\rm eff}$ refers to the edge density, whereas the bending has raised the electron density at the surface tenfold. The zero-charge value returns at $Q=1.1\times10^{11}$ cm$^{-2}$, and suppression follows rapidly.

At $Q=+10^{12}$ cm$^{-2}$, $A=1.67\times10^5$ cm$^{-1}$ gives $Q^2/(2A)=3.0\times10^{18}$ cm$^{-3}$. Equation \eqref{seff} yields
\begin{equation}
S_{\rm eff}\simeq10\times10^{16}/(3.0\times10^{18})=0.033\ {\rm cm/s},
\end{equation}
against 0.035 cm/s from \eqref{srh} and \eqref{charge}. The difference arises because ionized acceptors balance part of the fixed charge, leaving slightly fewer electrons at the surface. An emptied state now refills in about $3.5\times10^{-11}$ s, but a filled one waits about 0.03 s for a hole. Its electron emission rate is $c_nn_1=100$ s$^{-1}$, so it emits about three times meanwhile; refilling is so quick that this hardly matters.

The controlling carrier was tested by solving the trap occupation equations at this bending. Making $\sigma_n$ ten times larger changed the rate by less than 0.1\%, whereas doubling $\sigma_p$ doubled it to the same accuracy. At $-10^{12}$ cm$^{-2}$ the roles were reversed.

The best level lies 30 meV below $E_i$. At balanced bending, a level 0.30 eV above $E_i$ gives 77 cm/s and one 0.30 eV below gives 323 cm/s. The two capture rates are equal at this bending, so the difference lies in emission. Detailed balance ties each emission rate to the capture coefficient of the same carrier: the upper level emits electrons at the rate $c_nn_1$, ten times the rate $c_pp_1$ at which the lower level emits holes. The upper level therefore loses more of its captured carriers before the partner arrives.

The harmful sign depends on injection. Setting $u_*=0$ gives $S_n\Delta n=S_p(N_A+\Delta n)$, or $\Delta n=N_A/9\simeq1.1\times10^{15}$ cm$^{-3}$. Above this injection, with the other parameters unchanged, negative charge first increases recombination.

\section{What charge does not suppress}

The interface is not the only place where carriers meet. Give the bulk traps near midgap, with equal electron and hole lifetimes $\tau=1$ ms. Their rate per volume is
\begin{equation}
R=\frac{P-n_i^2}{\tau(n+p+2n_i)}.
\end{equation}
The same balance argument puts its maximum at $n=p$. In this p-type example, large positive charge inverts the surface, so the crossing $n=p$ must lie inside the space-charge layer. There $n+p=2\sqrt P$, and $R$ is about 16 times its value in the neutral bulk. Integrating the excess over the layer adds 0.082 cm/s at $+10^{12}$ cm$^{-2}$, more than twice the interface contribution. Fixed charge has moved the balance point inward, where other traps can use it.

Negative charge creates no such crossing. It increases $n+p$ throughout the layer and changes the bulk contribution by $-0.007$ cm/s. Auger recombination, with one rough coefficient of $4\times10^{-31}$ cm$^6$/s for both carriers, adds 0.003 cm/s for positive and 0.004 cm/s for negative charge. Only the size is meaningful: the electron coefficient in silicon is about three times the hole coefficient, which reverses the order. The totals are therefore about 0.12 and 0.32 cm/s. At this injection, lifetime and trap density the tenfold advantage of positive charge at the interface shrinks to less than threefold. With $N_{it}=10^{11}$ cm$^{-2}$ the interface term dominates again and the ratio is 7.6, trap charge neglected. The ratio is not general: it is about 5 at $\Delta n=10^{14}$ and 8 at $10^{15}$ cm$^{-3}$, while negative charge becomes the better sign below $\Delta n\simeq7\times10^{11}$ cm$^{-3}$, or at $10^{13}$ cm$^{-3}$ if $\tau$ is shorter than about 0.3 ms.

\section{Limits of the model and the real surface}

Flat quasi-Fermi levels are well justified here: the largest estimated drop, at the peak and at $\pm10^{12}$ cm$^{-2}$, is $3\times10^{-4}kT$. Charge held by the traps can shift the charge axis by at most $N_{it}$. That is 15\% of the peak charge but 1\% of $10^{12}$ cm$^{-2}$. It does not change the peak height, which is set by the bending.

Quantum motion matters more. At $10^{12}$ cm$^{-2}$ the surface field is 0.155 MV/cm. Confinement reduces the number of attracted carriers that a given well can hold, so the bands must bend further and the repelled density falls. A constant-field estimate multiplies that density by 0.52 for attracted electrons of mass 0.92 $m_e$ and by 0.41 for attracted holes of mass 0.5 $m_e$. Letting the field weaken inward changes these factors by only a few per cent, but the masses matter. At a (100) surface only two of the six valleys have the normal mass 0.92 $m_e$ and four have 0.19 $m_e$, and the hole masses normal to the surface are near 0.28 and 0.20 $m_e$; with these values the factors fall to about 0.36 and 0.31. Tunnelling of the repelled carriers towards the surface acts oppositely: factors of 1.26 for electrons of mass 0.19 $m_e$ and 1.32 for holes of mass 0.16 $m_e$, without the hard wall at the interface. These are sizes, not corrections to be multiplied together; they leave the suppressed rates uncertain by a factor of two to three. Gap narrowing by the attracted carriers is also neglected. At $3\times10^{18}$ cm$^{-3}$ a rough local estimate is 25 to 30 meV, which lifts $n_sp_s$ above $P$ and raises the repelled density by a factor of two to three.

Fermi statistics changes the repelled density by only about 2\% at this charge. At $3\times10^{12}$ cm$^{-2}$ the computed attracted density is close to the band density of states, $3\times10^{19}$ cm$^{-3}$, and the nondegenerate treatment fails. The inverse-square law is a classical result, and the quantum factors change with charge well before this point: confinement alone multiplies the repelled hole density at a (100) surface by about 0.58, 0.36 and 0.16 at $0.5$, $1$ and $2\times10^{12}$ cm$^{-2}$, while tunnelling grows in the opposite sense. The bending at $+10^{12}$ cm$^{-2}$ is 29\% of the gap, too little for a carrier crossing the layer to gain the gap energy or for the bands to overlap and permit band-to-band tunnelling. At 330 K, with injection and capture velocities held fixed, the suppressed values rise by about 10\%, following $A\propto T$.

The charges resemble those of silicon solar-cell coatings: silicon nitride commonly carries positive charge and aluminium oxide negative charge, roughly $10^{12}$ cm$^{-2}$ or more. The doping is typical, the trap density is low (nitride and alumina interfaces commonly have ten times more or above), and $\Delta n=10^{13}$ cm$^{-3}$ represents weak light; a cell in full sun may have ten to a hundred times more. With emission neglected, \eqref{master} puts the peak at $\cosh u_*$ times the zero-charge rate, which for these cross sections is 5 at $10^{13}$, 1.7 at $10^{14}$ and 1.001 at $10^{15}$ cm$^{-3}$, so the harm done by a small positive charge is a weak-light effect here. Real interfaces also have a spread of levels and cross sections. For independent states their rates add, so ten times as many identical traps would raise the suppressed interface term tenfold, or about twelvefold where their own charge, now 10\% of $Q$, opposes the fixed charge. On an inverted p-type surface at this weak injection, bulk traps and Auger recombination move the result from 0.035 to about 0.12 cm/s, a shift comparable with the quantum and gap-narrowing uncertainties; at $\Delta n=10^{15}$ cm$^{-3}$ the bulk traps in the layer add only 0.003 cm/s. Choosing a coating by its charge alone is therefore safe only if a charge with the sign of $u_*$ lies well beyond the return point at every injection of interest, and if recombination inside the space-charge layer has been counted as well. These conditions are necessary, not sufficient: the model is one-dimensional, and in a real p-type cell an inversion layer also conducts electrons sideways to contacts and edges, a loss that negative charge avoids. The numerical output gives the remaining values.

\section*{Computed values}
\begin{verbatim}
T = 300 K, kT = 25.85 meV, eps_r = 11.7, gap = 1.12 eV
n_i = 1.0e+10, acceptors = 1.0e+16, excess = 1.0e+13 cm^-3
sigma_n = 1.0e-15, sigma_p = 1.0e-16 cm^2
v = 1.0e+07 cm/s, N_it = 1.0e+10 cm^-2
S_n = 100.0, S_p = 10.0 cm/s
n_d = 1.000e+13, p_d = 1.001e+16 cm^-3, P = 1.001e+29 cm^-6
A = 1.672e+05 cm^-1, Q^2/(2A) at 1e12 cm^-2 = 2.991e+18 cm^-3
Q (cm^-2), bending (eV), n_s, p_s (cm^-3), S_eff (cm/s):
  -3.0e+12 -0.2042 3.706e+09 2.701e+19 0.03706
  -1.0e+12 -0.1479 3.273e+10 3.058e+18 0.3273
  -1.0e+11 -0.0451 1.744e+12 5.739e+16 17.44
  +0.0e+00 +0.0000 1.000e+13 1.001e+16 99.01
  +1.0e+11 +0.1014 5.055e+14 1.980e+14 190.6
  +3.0e+11 +0.2535 1.812e+17 5.525e+11 0.5525
  +1.0e+12 +0.3249 2.876e+18 3.481e+10 0.03481
  +3.0e+12 +0.3826 2.678e+19 3.737e+09 0.003737
peak: Q = 6.868e+10 cm^-2, bending = 0.0595 eV
peak: n_s = 1.000e+14, p_s = 1.000e+15 cm^-3
peak: S_eff = 500.2 cm/s, filling = 0.5000
peak waits: electron 1.000 us, hole 1.000 us
peak S_eff, level 0.30 eV above midgap = 77.24 cm/s
peak S_eff, level 0.30 eV below midgap = 323.22 cm/s
most active level relative to midgap = -29.8 meV
return to zero-charge S_eff at Q = 1.114e+11 cm^-2
1/Q^2 law at -1e12: 0.3346, at +1e12: 0.0335 cm/s
log slope, 2e12 to 4e12: negative -1.993, positive -2.011
Neglected effects at |Q| = 1e12 cm^-2 unless stated:
trap charge / fixed charge, at most = 0.010
trap charge / peak charge, at most = 0.146
largest quasi-Fermi drop (both signs and peak) = 2.8e-04 kT
bulk lifetime = 1.0 ms, Auger C = 4.0e-31 cm^6/s
diffusion constants: D_n = 30, D_p = 10 cm^2/s
extra layer S: Q<0 -0.00651, Q>0 0.08155 cm/s
extra Auger S: Q<0 0.00400, Q>0 0.00262 cm/s
band density of states used = 3.0e+19 cm^-3
Fermi statistics: repelled density times 0.983
surface field in silicon = 0.155 MV/cm
confinement: repelled density times 0.52 (electrons, mass 0.92)
confinement: repelled density times 0.41 (holes, mass 0.5)
tunnelling: repelled electrons times 1.26 (mass 0.19)
tunnelling: repelled holes times 1.32 (mass 0.16)
largest bending / gap = 0.290
n_i at 330 K = 8.27e+10 cm^-3
S_eff at 330 K: Q<0 0.3593, Q>0 0.0384 cm/s
\end{verbatim}
